# The Inverse-Diameter Band Gap of a Semiconducting Nanotube

## Result

Roll a graphene sheet into a tube of diameter \(d\). Let \(b\) be the bond length and \(t>0\) the strength of hopping between neighbouring atoms. If curvature leaves the hopping unchanged, a semiconducting tube has the single-particle gap

\[
E_g=\frac{4\hbar v}{3d}+O\!\left(\frac{tb^2}{d^2}\right)
=\frac{2tb}{d}+O\!\left(\frac{tb^2}{d^2}\right),
\qquad \hbar v=\frac{3tb}{2}.
\]

Here \(v\) is the speed of electrons near a Dirac point of the flat sheet. The allowed wavevectors form parallel lines a distance \(2/d\) apart, and in a semiconducting tube the nearest line misses the Dirac point by one third of that spacing. Since the energy grows linearly with distance from the Dirac point, the gap is proportional to \(1/d\).

## Model and geometry

Each atom carries one \(\pi\) orbital. The orbitals are taken as orthogonal, with equal site energies, which set the zero of energy. An electron hops between nearest neighbours with matrix element \(-t\), and there is one electron per atom. Strain, magnetic flux and electron-electron interaction are left out, so \(E_g\) is not an optical gap, which would include the attraction between electron and hole. Curvature is at first ignored except for closing the sheet on itself.

Take one bond direction as \(x\). The lattice vectors are

\[
\mathbf a_1=b\left(\tfrac32,\tfrac{\sqrt3}{2}\right),\qquad
\mathbf a_2=b\left(\tfrac32,-\tfrac{\sqrt3}{2}\right),
\]

with \(|\mathbf a_1|^2=|\mathbf a_2|^2=3b^2\) and \(\mathbf a_1\cdot\mathbf a_2=3b^2/2\). An \((n,m)\) tube, with \(n\ge m\ge0\), is made by identifying points separated by \(\mathbf C=n\mathbf a_1+m\mathbf a_2\). The length of \(\mathbf C\) is the circumference, so

\[
\pi d=|\mathbf C|=\sqrt3\,b\sqrt{n^2+nm+m^2}.
\]

## Energies of the flat sheet

A unit cell at \(\mathbf R\) holds an A atom at \(\mathbf R\) and a B atom at \(\mathbf R+b\hat{\mathbf x}\). Give them the amplitudes \(c_Ae^{i\mathbf k\cdot\mathbf R}\) and \(c_Be^{i\mathbf k\cdot\mathbf R}\). The B atom has its three A neighbours in the cells \(\mathbf R\), \(\mathbf R+\mathbf a_1\) and \(\mathbf R+\mathbf a_2\). Hence

\[
Ec_B=-tf(\mathbf k)c_A,\qquad Ec_A=-tf^*(\mathbf k)c_B,
\]
\[
f(\mathbf k)=1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}.
\]

Eliminating one amplitude gives \(E^2=t^2|f|^2\), or \(E=\pm t|f|\). With one electron per atom the negative branch is full and the positive branch empty. Both band edges occur where \(|f|\) is smallest among the allowed wavevectors, so

\[
E_g=2t\min|f|.
\]

For the flat sheet, \(f=0\) requires the imaginary parts to cancel, \(\sin(\mathbf k\cdot\mathbf a_1)=-\sin(\mathbf k\cdot\mathbf a_2)\), and the two cosines to add to \(-1\). The sine condition allows either opposite phases or phases differing by \(\pi\). The second choice makes the cosines add to zero and is excluded. The phases are therefore opposite, with cosine \(-1/2\). One solution is

\[
\mathbf K\cdot\mathbf a_1=\frac{2\pi}{3},\qquad
\mathbf K\cdot\mathbf a_2=-\frac{2\pi}{3},
\]

and the other is \(-\mathbf K\), up to reciprocal-lattice vectors. These are the two Dirac points. Because \(f(-\mathbf k)=f^*(\mathbf k)\), they give equal energies, and it is enough to treat \(\mathbf K\).

## The Dirac cone

Write \(\mathbf k=\mathbf K+\boldsymbol\kappa\), \(x_1=\boldsymbol\kappa\cdot\mathbf a_1\), \(x_2=\boldsymbol\kappa\cdot\mathbf a_2\) and \(\omega=e^{2\pi i/3}=-\tfrac12+\tfrac{\sqrt3}{2}i\). Then

\[
f=1+\omega e^{ix_1}+\omega^*e^{ix_2}.
\]

The constant terms cancel. The first-order part is

\[
f_1=i(\omega x_1+\omega^*x_2)
=i\left[-\tfrac12(x_1+x_2)+\tfrac{\sqrt3}{2}i(x_1-x_2)\right].
\]

The lattice vectors give \(x_1+x_2=3b\kappa_x\) and \(x_1-x_2=\sqrt3\,b\kappa_y\). Therefore

\[
f_1=-\frac{3b}{2}(\kappa_y+i\kappa_x),\qquad
|f_1|=\frac{3b}{2}|\boldsymbol\kappa|,
\]

and near the Dirac point

\[
E=\pm\hbar v|\boldsymbol\kappa|,\qquad \hbar v=\frac{3tb}{2}.
\]

## Wavevectors allowed on the cylinder

The points \(\mathbf R\) and \(\mathbf R+\mathbf C\) are the same place on the tube, so the amplitude there must have a single value:

\[
e^{i\mathbf k\cdot\mathbf C}=1,\qquad
\mathbf k\cdot\mathbf C=2\pi q,
\]

with \(q\) an integer. The component of \(\mathbf k\) along the axis of a long tube remains continuous. The allowed wavevectors thus lie on lines parallel to the axis.

To locate these lines relative to \(\mathbf K\), calculate

\[
\mathbf K\cdot\mathbf C=n\frac{2\pi}{3}-m\frac{2\pi}{3}
=\frac{2\pi(n-m)}{3}.
\]

Every integer \(n-m\) can be written as \(3p+\nu\), with \(p\) an integer and \(\nu=0,1\) or \(-1\). Subtraction gives

\[
\boldsymbol\kappa\cdot\mathbf C
=2\pi q-2\pi p-\frac{2\pi\nu}{3}
=2\pi\left(j-\frac{\nu}{3}\right),\qquad j=q-p.
\]

Dividing by \(|\mathbf C|=\pi d\) gives the component around the tube,

\[
\kappa_c=\frac{2}{d}\left(j-\frac{\nu}{3}\right).
\]

For \(\nu=0\), the line \(j=0\) passes through the Dirac point and the gap vanishes in this model. For \(\nu=\pm1\), the two nearest lines have

\[
\kappa_c=-\frac{2\nu}{3d}\quad(j=0),\qquad
\kappa_c=\frac{4\nu}{3d}\quad(j=\nu).
\]

They lie on opposite sides of \(\mathbf K\), at one third and two thirds of the line spacing.

## The gap

Let \(\kappa_z\) be the axial component of \(\boldsymbol\kappa\). On each line the cone becomes a pair of subbands,

\[
E=\pm\hbar v\sqrt{\kappa_c^2+\kappa_z^2},
\]

whose edges are at \(\kappa_z=0\). The nearest line gives

\[
E_g=2\hbar v\,\frac{2}{3d}=\frac{4\hbar v}{3d}
=\frac43\cdot\frac{3tb}{2}\cdot\frac1d=\frac{2tb}{d}.
\]

No smaller gap can come from elsewhere in the zone when \(d\) is large. Outside fixed small regions around \(\pm\mathbf K\), the continuous function \(|f|\) stays above a positive constant independent of \(d\), while the edge just found tends to zero.

The next pair of subbands has twice this separation at leading order, since its line is twice as far from \(\mathbf K\). Near the lowest conduction edge, expansion of the square root gives

\[
E\simeq\frac{E_g}{2}+\frac{(\hbar v\kappa_z)^2}{E_g}.
\]

Comparison with \(\hbar^2\kappa_z^2/(2m^*)\) gives the effective mass \(m^*=E_g/(2v^2)\). At leading order, then, gap and band-edge mass both scale as \(1/d\). The mass, however, has a much larger first correction than the gap, with a sign set by \(\nu\). It is 14% for the \((17,0)\) tube treated below. As a result a tube with \(\nu=-1\) can be heavier than a slightly narrower one with \(\nu=1\): with the parameters used below, the mass is 0.074 electron masses for \((17,0)\) and 0.061 for \((16,0)\).

## First correction within the flat-sheet model

The cone is not perfectly round. The second-order part of \(f\) is

\[
f_2=-\tfrac12(\omega x_1^2+\omega^*x_2^2)
=\tfrac14(x_1^2+x_2^2)-\tfrac{\sqrt3}{4}i(x_1^2-x_2^2).
\]

From the sum and difference found above,

\[
x_1^2+x_2^2=\frac{b^2(9\kappa_x^2+3\kappa_y^2)}{2},\qquad
x_1^2-x_2^2=3\sqrt3\,b^2\kappa_x\kappa_y,
\]

so that

\[
f_2=\frac{b^2}{8}(9\kappa_x^2+3\kappa_y^2)
-\frac{9i}{4}b^2\kappa_x\kappa_y.
\]

The cubic term in \(|f|^2\) is twice

\[
\begin{aligned}
\operatorname{Re}(f_1^*f_2)
&=\frac{3b^3}{2}\left[-\frac{\kappa_y(9\kappa_x^2+3\kappa_y^2)}8
+\frac{9\kappa_x^2\kappa_y}{4}\right]\\
&=\frac{9b^3}{16}(3\kappa_x^2\kappa_y-\kappa_y^3)
=\frac{9b^3}{16}\kappa^3\sin3\varphi,
\end{aligned}
\]

where \(\kappa=|\boldsymbol\kappa|\) and \(\varphi\) is the angle of \(\boldsymbol\kappa\) from \(x\). Thus

\[
|f|^2=\frac{9b^2\kappa^2}{4}
\left[1+\frac{b\kappa}{2}\sin3\varphi+O(b^2\kappa^2)\right],
\]
\[
|f|=\frac{3b\kappa}{2}
\left[1+\frac{b\kappa}{4}\sin3\varphi+O(b^2\kappa^2)\right].
\]

This threefold distortion is called trigonal warping.

Let \(\theta\) be the angle between \(\mathbf C\) and \(\mathbf a_1\), with \(0\le\theta\le30^\circ\). Since \(\mathbf a_1\) points at \(30^\circ\), \(\mathbf C\) points at \(30^\circ-\theta\), and three times this angle has sine \(\cos3\theta\). The nearest edge has \(\boldsymbol\kappa\) along \(-\nu\mathbf C\). Reversing a vector changes the sign of \(\sin3\varphi\), so there \(\sin3\varphi=-\nu\cos3\theta\). Inserting \(\kappa=2/(3d)\) yields

\[
E_g=\frac{2tb}{d}\left[1-\frac{\nu b\cos3\theta}{6d}
+O\!\left(\frac{b^2}{d^2}\right)\right].
\]

Warping can also move the minimum away from \(\kappa_z=0\). In units of the leading edge energy, with \(y=\kappa_zd\), the energy has a term proportional to \(y^2\) and a warping term of size \((b/d)y\). The minimum moves to \(y\sim b/d\) and the energy falls by a relative amount of order \((b/d)^2\), beyond the correction retained here.

## Zigzag tubes as a separate case

For an \((n,0)\) tube the gap can be found without expanding around \(\mathbf K\). Now \(\mathbf C=n\mathbf a_1\), so \(\mathbf k\cdot\mathbf a_1=2\pi q/n\). The vector \(\mathbf a_2\) equals \(\mathbf a_1/2\) plus an axial part. If \(\chi\) is the phase from the axial part,

\[
f=1+e^{2\pi iq/n}+e^{i\pi q/n}e^{i\chi}
=e^{i\pi q/n}\left[2\cos\frac{\pi q}{n}+e^{i\chi}\right].
\]

As \(\chi\) varies, the smallest magnitude is \(\bigl|2|\cos(\pi q/n)|-1\bigr|\). Near one Dirac point the cosine is positive. Since \(n=3p+\nu\), the closest integer to \(n/3\) is \(q=p\), and

\[
\frac{\pi q}{n}=\frac{\pi}{3}-\nu\varepsilon,\qquad
\varepsilon=\frac{\pi}{3n}=\frac{b}{\sqrt3\,d}.
\]

For \(\nu=\pm1\), where \(\cos(\nu\varepsilon)=\cos\varepsilon\) and \(\sin(\nu\varepsilon)=\nu\sin\varepsilon\), the cosine addition formula gives

\[
2\cos\frac{\pi q}{n}-1
=\cos\varepsilon-1+\nu\sqrt3\sin\varepsilon.
\]

For a semiconducting tube this has the sign of \(\nu\), so its magnitude is \(\sqrt3\sin\varepsilon+\nu(\cos\varepsilon-1)\). Multiplication by \(2t\) and expansion give

\[
E_g=\frac{2tb}{d}\left[1-\frac{\nu b}{6d}-\frac{b^2}{18d^2}
+O\!\left(\frac{b^3}{d^3}\right)\right].
\]

The first two terms agree with the general result at \(\theta=0\), and the third shows what comes next.

## A worked tube

Rydberg atomic units are used, with energies in Ry and lengths in bohr. Take the round model parameters \(b=2.7\) bohr and \(t=0.2\) Ry. Then

\[
\hbar v=\tfrac32(0.2)(2.7)=0.81\ \text{Ry bohr},\qquad
2tb=1.08\ \text{Ry bohr}.
\]

For a \((17,0)\) tube, \(17=3\cdot6-1\), so \(\nu=-1\) and the tube is semiconducting. Its circumference is \(17\sqrt3(2.7)=79.50\) bohr, and \(d=79.50/\pi=25.31\) bohr, or 1.34 nm. The nearest allowed line lies at

\[
\kappa_c=\frac{2}{3(25.31)}=0.0263\ \text{bohr}^{-1},
\]

and the second at \(-0.0527\ \text{bohr}^{-1}\). The leading gap is

\[
E_g\simeq\frac{1.08}{25.31}=0.0427\ \text{Ry}=0.581\ \text{eV}.
\]

With \(b/d=0.1067\), the warping factor is \(1+0.1067/6=1.018\), which raises the gap to 0.0434 Ry.

The gap can also be computed without a Dirac expansion. Place all atoms of one axial period on the unrolled tube, join nearest neighbours, diagonalize the resulting Hamiltonian at successive axial wavevectors, and refine the smallest separation between filled and empty levels. This gives 0.0434 Ry, or 0.591 eV. The leading formula is 1.7% below this value. The comparison measures the error of the expansion within the model, not the error of the model for a real tube.

The same calculation for other semiconducting tubes gives the following values.

| Tube | \(d\) (bohr) | Corrected formula (Ry) | Diagonalized (Ry) | Diagonalized \(E_gd\) (Ry bohr) |
|---|---:|---:|---:|---:|
| (10,0) | 14.89 | 0.0704 | 0.0702 | 1.045 |
| (20,10) | 39.38 | 0.0273 | 0.0272 | 1.073 |
| (10,5) | 19.69 | 0.0555 | 0.0554 | 1.090 |
| (12,4) | 21.47 | 0.0511 | 0.0510 | 1.095 |
| (17,0) | 25.31 | 0.0434 | 0.0434 | 1.099 |
| (35,0) | 52.10 | 0.0209 | 0.0209 | 1.089 |

The first two tubes have \(\nu=1\), and their products \(E_gd\) lie below 1.08. The others have \(\nu=-1\) and lie above it, as the sign of the warping term requires. Between \((17,0)\) and \((35,0)\) the effective power of \(d\) is \(-1.012\). It is slightly steeper than \(-1\) because the positive correction dies away as the tube widens.

## What curvature changes

On a real cylinder neighbouring orbitals are tilted against each other, and bonds in different directions are affected differently. Suppose the relative changes in hopping are of order \((b/d)^2\). They change \(f\) by some \(\delta f\) of that order. Since \(\bigl||f+\delta f|-|f|\bigr|\le|\delta f|\), the gap changes by at most order \(tb^2/d^2\). The leading \(1/d\) law for semiconducting tubes survives, but curvature enters at the same order as warping.

A simple form shows how such changes can act. Let a bond extending a distance \(s\) around the tube have hopping strength \(t[1-\beta(s/d)^2]\), where \(\beta\) is a dimensionless test coefficient. In a zigzag tube one of the three bonds at each atom is axial, with \(s=0\). The other two have \(s^2=3b^2/4\), so their hopping is reduced by the factor \(1-\eta\), with \(\eta=3\beta b^2/(4d^2)\). The minimum over axial phase becomes

\[
|f|_{\min}=\left|2(1-\eta)\left|\cos\frac{\pi q}{n}\right|-1\right|.
\]

If \(\nu=0\), the nearest line has \(2\cos(\pi q/n)=1\), and for small positive \(\beta\) a gap opens:

\[
E_g=2t\eta=\frac{3\beta tb^2}{2d^2}.
\]

If \(\nu=\pm1\), the quantity inside the outer bars had the sign of \(\nu\) before the change, and now loses \(2\eta\cos(\pi q/n)\). With \(2\cos(\pi q/n)=1+\nu b/d+O(b^2/d^2)\), the gap shifts by

\[
\Delta E_g=-\nu\frac{3\beta tb^2}{2d^2}
\left[1+\frac{\nu b}{d}+O\!\left(\frac{b^2}{d^2}\right)\right].
\]

For \(\beta=1\), diagonalization gives gaps of 0.01218 Ry for \((9,0)\) and 0.00305 Ry for \((18,0)\): doubling the diameter divides the gap by four. For \((17,0)\) the shift is \(+0.0030\) Ry, against \(+0.0008\) Ry from warping. Neither the size nor the sign of \(\beta\) has been derived here, so these numbers do not predict the curvature effect in carbon. They do show that hopping changes of order \((b/d)^2\) can outweigh warping, so the warping term alone should not be assumed to be the full correction for a real tube.

The inverse-diameter formula is thus the leading-order result of a model without electron-electron interaction, for \(d\gg b\) and \(\nu=\pm1\). Coulomb energies at the length scale \(d\) also vary as \(1/d\), so interaction does not become negligible in a wide tube. With a long-range \(1/r\) interaction, first-order exchange adds to \(E_gd\) a term that grows as \(\ln(d/b)\), so it changes the size of the gap and also makes it deviate from a pure \(1/d\) law. In a narrow tube the omitted terms need not be small, and in a zigzag tube with \(\nu=0\) the gap produced by this curvature model follows \(1/d^2\) instead.
